# Nonlinear Core Correction: Unscreening with a Model Core Density: a program that tests the result

```python
"""Nonlinear core correction, tested on the K atom (Hartree atomic units).

Result under test: if a potential is unscreened with v_xc(n0 + m), where n0 is
the reference valence density and m a model core density, then for a valence
density n the error against the frozen-core atom with core density n_c is
   dv = - int_0^(n-n0) da int_m^(n_c) db v_xc''(n0 + a + b),
so it vanishes where m = n_c; the error of energy changes is second order
in n - n0.  Radial orbitals u(r) obey int u^2 dr = 1; density = f u^2/(4 pi r^2).
Method: Legendre-Lobatto pseudospectral grid, LDA (Slater + VWN) from libxc.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.linalg import eigh
from scipy.optimize import brentq
from scipy.special import roots_jacobi, eval_legendre
from pyscf.dft import libxc

EV = physical_constants["Hartree energy in eV"][0]
Z = 19
XC = "lda,vwn"

# ---------------------------------------------------------------- radial grid
N, SCALE, RMAX = 150, 3.0, 40.0
x = np.concatenate([[-1.0], roots_jacobi(N - 1, 1, 1)[0], [1.0]])
pn = eval_legendre(N, x)
w = 2.0 / (N * (N + 1) * pn**2)
gap = x[:, None] - x[None, :] + np.eye(N + 1)
D = pn[:, None] / pn[None, :] / gap
np.fill_diagonal(D, 0.0)
np.fill_diagonal(D, -D.sum(axis=1))
shift = 2 * SCALE / RMAX
r_full = SCALE * (1 + x) / (1 - x + shift)
jac = SCALE * (2 + shift) / (1 - x + shift)**2
r = r_full[1:-1]
M = (w * jac)[1:-1]                       # quadrature weights for dr
stiff = (D.T @ ((w / jac)[:, None] * D))[1:-1, 1:-1]
kinetic = 0.5 * stiff / np.sqrt(np.outer(M, M))
stiff_inv = np.linalg.inv(stiff)
SPHERE = 4 * np.pi * r**2


def derivative(values, left=0.0, right=0.0):
    full = np.concatenate([[left], values, [right]])
    return ((D @ full) / jac)[1:-1]


def orbitals(V, l, first, last):
    H = kinetic + np.diag(V + l * (l + 1) / (2 * r**2))
    e, y = eigh(H, subset_by_index=[first, last])
    return e, y / np.sqrt(M)[:, None]


def hartree(rho):
    """Hartree potential of the radial charge rho = 4 pi r^2 n."""
    return stiff_inv @ (M * rho / r) / r + np.sum(M * rho) / RMAX


def lda(up, down):
    """Energy per volume and spin-up potential."""
    exc, vxc = libxc.eval_xc(XC, np.array([up, down]), spin=1, deriv=1)[:2]
    v = np.asarray(vxc[0])
    v_up = v[:, 0] if v.shape[-1] == 2 else v[0]
    return np.ravel(exc) * (up + down), v_up


def lda_derivatives(n):
    """First and second density derivatives of v_xc, unpolarized."""
    flat = np.ascontiguousarray(np.ravel(n))
    out = libxc.eval_xc(XC, flat, spin=0, deriv=3)
    return (np.ravel(out[2][0]).reshape(np.shape(n)),
            np.ravel(out[3][0]).reshape(np.shape(n)))


hydrogenic = orbitals(-Z / r, 0, 3, 3)[0][0]
assert abs(hydrogenic + Z**2 / 32) < 1e-6


# ---------------------------------------------------------- all-electron atom
def atom(f4s):
    V = -(1 + (Z - 1) / (1 + 1.9 * r)**2) / r
    for _ in range(400):
        es, us = orbitals(V, 0, 0, 3)
        ep, up = orbitals(V, 1, 0, 1)
        core = 2 * (us[:, :3]**2).sum(axis=1) + 6 * (up**2).sum(axis=1)
        rho = core + f4s * us[:, 3]**2
        n = rho / SPHERE
        exc, vxc = lda(n / 2, n / 2)
        vh = hartree(rho)
        V_out = -Z / r + vh + vxc
        if np.sum(M * rho * abs(V_out - V)) < 2e-7:
            break
        V = V + 0.4 * (V_out - V)
    else:
        raise AssertionError("all-electron cycle did not converge")
    band = 2 * es[:3].sum() + 6 * ep.sum() + f4s * es[3]
    energy = (band + np.sum(M * rho * (-Z / r + vh / 2 - V))
              + np.sum(M * SPHERE * exc))
    return energy, V, es[3], us[:, 3], core


E_atom, V_scr, eps4s, u4s, rho_core = atom(1.0)
E_ion = atom(0.0)[0]
u4s = u4s * np.sign(u4s[np.argmin(abs(r - 5.0))])
n_core = rho_core / SPHERE
n0 = u4s**2 / SPHERE


# ----------------------------------------------------- valence-only functional
def valence(V_ion, core, state, f_up, f_down, u):
    """Self-consistent valence energy, level and orbital for a fixed core."""
    V = None
    f = f_up + f_down
    for _ in range(300):
        n = u**2 / SPHERE
        exc, vxc = lda(core / 2 + f_up * n, core / 2 + f_down * n)
        vh = hartree(f * u**2)
        V_out = V_ion + vh + vxc
        if V is None:
            V = V_out
        elif np.sum(M * u**2 * abs(V_out - V)) < 1e-8:
            break
        else:
            V = V + 0.6 * (V_out - V)
        u = orbitals(V, 0, state, state)[1][:, 0]
    else:
        raise AssertionError("valence cycle did not converge")
    T = 0.5 * np.sum(w / jac * (D[:, 1:-1] @ u)**2)
    energy = (f * T + np.sum(M * f * u**2 * (V_ion + vh / 2))
              + np.sum(M * SPHERE * exc))
    return energy, T + np.sum(M * u**2 * V), u


def unscreen(V_screened, u, core):
    n = u**2 / SPHERE + core
    return V_screened - hartree(u**2) - lda(n / 2, n / 2)[1]


REF, HALF, ION, SPIN = (0.5, 0.5), (0.25, 0.25), (0.0, 0.0), (1.0, 0.0)


def changes(V_ion, core, state, u, configurations):
    """Energy changes from the reference configuration."""
    base = valence(V_ion, core, state, *REF, u)[0]
    return np.array([valence(V_ion, core, state, *c, u)[0] - base
                     for c in configurations])


V_bare = -Z / r + hartree(rho_core)
mismatch = np.sum(M * u4s**2 * abs(unscreen(V_scr, u4s, n_core) - V_bare))
assert mismatch < 1e-6
frozen = changes(V_bare, n_core, 3, u4s, [HALF, ION, SPIN])
relaxed_ip = E_ion - E_atom
assert -1e-6 < frozen[1] - relaxed_ip < 2e-3

# ------------------------------------------- norm-conserving 4s pseudopotential
ic = np.argmin(abs(r - 3.5))
rc = r[ic]
slope = derivative(u4s)[ic] / u4s[ic]
dV = (derivative(r * V_scr, left=-Z)[ic] - V_scr[ic]) / rc
slope1 = 2 * (V_scr[ic] - eps4s) - slope**2
slope2 = 2 * dV - 2 * slope * slope1
target = np.array([np.log(u4s[ic] / rc), (slope - 1 / rc) * rc,
                   (slope1 + 1 / rc**2) * rc**2,
                   (slope2 - 2 / rc**3) * rc**3])
match = np.array([[1, 1, 1, 1], [2, 4, 6, 8],
                  [2, 12, 30, 56], [0, 24, 120, 336]], float)
inside = r < rc - 1e-9
s = r[inside] / rc


def pseudo_polynomial(c0):
    c = np.linalg.solve(match, target - np.array([c0, 0, 0, 0]))
    return np.polynomial.Polynomial([c0, 0, c[0], 0, c[1], 0, c[2], 0, c[3]])


def pseudo_orbital(c0):
    u = u4s.copy()
    u[inside] = r[inside] * np.exp(pseudo_polynomial(c0)(s))
    return u


c0 = brentq(lambda c: np.sum(M * pseudo_orbital(c)**2) - 1,
            target[0] - 30, target[0] + 30, xtol=1e-13)
u_ps = pseudo_orbital(c0)
poly = pseudo_polynomial(c0)
p1, p2 = poly.deriv(1)(s) / rc, poly.deriv(2)(s) / rc**2
V_ps = V_scr.copy()
V_ps[inside] = eps4s + p1 / r[inside] + 0.5 * (p2 + p1**2)
eps_ps = orbitals(V_ps, 0, 0, 0)[0][0]
assert abs(eps_ps - eps4s) < 5e-5
n0_ps = u_ps**2 / SPHERE

# ------------------------------------------------------------ model core density
core_log_slope = derivative(rho_core) / rho_core - 2 / r


def model_core(i0):
    r0 = r[i0]
    rhs = 1 + r0 * core_log_slope[i0]
    xb = brentq(lambda t: t / np.tan(t) - rhs, 1e-6, np.pi - 1e-6)
    A, B = r0 * n_core[i0] / np.sin(xb), xb / r0
    return np.where(r < r0, A * np.sin(B * r) / r, n_core), A, B


i0 = np.where(n_core >= n0_ps)[0][-1]
r0 = r[i0]
m, A, B = model_core(i0)
zero = np.zeros_like(r)

# ----------------------------------------- pointwise error against its integral
u_half = valence(V_bare, n_core, 3, *HALF, u4s)[2]
n_half = 0.5 * u_half**2 / SPHERE
dn = n_half - n0


def v_of(n):
    return lda(n / 2, n / 2)[1]


def potential_error(core):
    return (v_of(n_half + core) - v_of(n0 + core)
            - v_of(n_half + n_core) + v_of(n0 + n_core))


dv_none, dv_model = potential_error(zero), potential_error(m)
gx, gw = np.polynomial.legendre.leggauss(24)
gx, gw = (gx + 1) / 2, gw / 2
tested = np.where((r > 0.4 * r0) & (r < r0 - 1e-9))[0]
integral = []
for i in tested:
    log_range = np.log(n_core[i] / m[i])
    b = m[i] * np.exp(log_range * gx)
    total = n0[i] + dn[i] * gx[:, None] + b[None, :]
    second = lda_derivatives(total)[1]
    integral.append(-dn[i] * log_range * (gw @ second @ (gw * b)))
integral = np.array(integral)
point_gap = np.max(abs(integral - dv_model[tested])) / np.max(abs(integral))
assert point_gap < 1e-5

# ------------------------------------------------- energy error, second order
D_formula = 0.0
for t, wt in zip(gx, gw):
    f_model = lda_derivatives(n0 + t * dn + m)[0]
    f_true = lda_derivatives(n0 + t * dn + n_core)[0]
    D_formula += wt * (1 - t) * np.sum(M * SPHERE * dn**2 * (f_model - f_true))


def curvature_energy(core):
    e_new = lda((n_half + core) / 2, (n_half + core) / 2)[0]
    e_old, v_old = lda((n0 + core) / 2, (n0 + core) / 2)
    return np.sum(M * SPHERE * (e_new - e_old - v_old * dn))


D_direct = curvature_energy(m) - curvature_energy(n_core)
assert abs(D_formula - D_direct) < 1e-4 * abs(D_direct)

V_none = unscreen(V_scr, u4s, zero)
V_model = unscreen(V_scr, u4s, m)
err_none = changes(V_none, zero, 3, u4s, [HALF, ION, SPIN]) - frozen
err_model = changes(V_model, m, 3, u4s, [HALF, ION, SPIN]) - frozen
assert abs(err_model[0] - D_formula) < 0.05 * abs(D_formula)

radii, ion_errors = [r0], [err_model[1]]
for fraction in (0.75, 0.5):
    j = np.argmin(abs(r - fraction * r0))
    mj = model_core(j)[0]
    e = changes(unscreen(V_scr, u4s, mj), mj, 3, u4s, [ION])[0]
    radii.append(r[j])
    ion_errors.append(e - frozen[1])
assert err_none[1] < ion_errors[0] < ion_errors[1] < ion_errors[2] < 0

small = [0.02, 0.04]
e_err, l_err = [], []
base_m = valence(V_model, m, 3, *REF, u4s)
base_f = valence(V_bare, n_core, 3, *REF, u4s)
for lam in small:
    f = (1 - lam) / 2
    a = valence(V_model, m, 3, f, f, u4s)
    b = valence(V_bare, n_core, 3, f, f, u4s)
    e_err.append(a[0] - base_m[0] - b[0] + base_f[0])
    l_err.append(a[1] - base_m[1] - b[1] + base_f[1])
order_energy = np.log2(e_err[1] / e_err[0])
order_level = np.log2(l_err[1] / l_err[0])
assert abs(order_energy - 2) < 0.3 and abs(order_level - 1) < 0.3

# --------------------------------------------------- with the pseudopotential
ps = {}
for name, core in (("none", zero), ("model", m), ("full", n_core)):
    ps[name] = changes(unscreen(V_ps, u_ps, core), core, 0, u_ps,
                       [HALF, ION, SPIN])
for k in (1, 2):
    assert (abs(ps["model"][k] - ps["full"][k])
            < 0.5 * abs(ps["none"][k] - ps["full"][k]))

# ------------------------------------------------------------------- printout
print(f"K 4s level, reference: {eps4s:.5f} Ha")
print(f"4s level of pseudopotential: {eps_ps:.5f} Ha")
print(f"pseudization radius rc: {rc:.3f} bohr")
print(f"core matching radius r0: {r0:.3f} bohr")
print(f"n_c / pseudo-valence density at r0: {n_core[i0]/n0_ps[i0]:.3f}")
print(f"model core A: {A:.5f} bohr^-2, B: {B:.5f} bohr^-1")
print(f"B*r0: {B*r0:.4f} rad")
print(f"core charge, true: {np.sum(M*rho_core):.4f} electrons")
print(f"core charge, model: {np.sum(M*SPHERE*m):.4f} electrons")
print("Half ionization, true 4s orbital; densities in bohr^-3, dv in mHa")
print("r(bohr)  n_c       m         n0        dn        dv(m=0) dv(model)")
for target_r in (0.4 * r0, 0.6 * r0, 0.8 * r0, 1.15 * r0, 1.4 * r0):
    i = np.argmin(abs(r - target_r))
    print(f"{r[i]:.3f} {n_core[i]:.3e} {m[i]:.3e} {n0[i]:.3e} {dn[i]:.3e}"
          f" {1e3*dv_none[i]:.4f} {1e3*dv_model[i]:.4f}")
print(f"dv: largest relative gap to double integral: {point_gap:.1e}")
print(f"D from v_xc' integral: {1e3*D_formula:.5f} mHa")
print(f"D from E_xc differences: {1e3*D_direct:.5f} mHa")
print(f"same error, self-consistent: {1e3*err_model[0]:.5f} mHa")
print(f"order in occupation change, energy error: {order_energy:.3f}")
print(f"order in occupation change, level error: {order_level:.3f}")
print(f"ionization, relaxed all-electron: {1e3*relaxed_ip:.3f} mHa")
print("Frozen-core energy changes from unpolarized 4s1")
labels = ("half ionization", "full ionization", "spin polarization")
for k, label in enumerate(labels):
    print(f"{label}: {1e3*frozen[k]:.3f} mHa = {EV*frozen[k]:.4f} eV")
print("Errors with true 4s orbital (mHa): m=0, model core")
for k, label in enumerate(labels):
    print(f"{label}: {1e3*err_none[k]:.4f}, {1e3*err_model[k]:.4f}")
print("Full-ionization error against matching radius, true 4s orbital")
for rj, ej in zip(radii, ion_errors):
    print(f"r0 = {rj:.3f} bohr: {1e3*ej:.4f} mHa")
print("Errors with pseudopotential (mHa): m=0, model core, full core")
for k, label in enumerate(labels):
    row = [1e3 * (ps[q][k] - frozen[k]) for q in ("none", "model", "full")]
    print(f"{label}: {row[0]:.4f}, {row[1]:.4f}, {row[2]:.4f}")
print("no test failed")
```

Output:

```
K 4s level, reference: -0.08881 Ha
4s level of pseudopotential: -0.08881 Ha
pseudization radius rc: 3.556 bohr
core matching radius r0: 3.167 bohr
n_c / pseudo-valence density at r0: 1.081
model core A: 0.01573 bohr^-2, B: 0.88360 bohr^-1
B*r0: 2.7988 rad
core charge, true: 18.0000 electrons
core charge, model: 0.8491 electrons
Half ionization, true 4s orbital; densities in bohr^-3, dv in mHa
r(bohr)  n_c       m         n0        dn        dv(m=0) dv(model)
1.252 3.251e-01 1.124e-02 9.817e-04 -3.725e-04 16.6586 2.2744
1.900 6.045e-02 8.231e-03 3.619e-04 -1.098e-04 9.4313 0.7022
2.509 1.073e-02 5.008e-03 1.340e-03 -4.688e-04 13.6595 1.8690
3.696 3.878e-04 3.878e-04 1.339e-03 -5.598e-04 4.1988 0.0000
4.484 4.648e-05 4.648e-05 9.031e-04 -4.242e-04 1.0055 0.0000
dv: largest relative gap to double integral: 1.1e-13
D from v_xc' integral: -0.05837 mHa
D from E_xc differences: -0.05837 mHa
same error, self-consistent: -0.05911 mHa
order in occupation change, energy error: 2.049
order in occupation change, level error: 1.075
ionization, relaxed all-electron: 161.084 mHa
Frozen-core energy changes from unpolarized 4s1
half ionization: 62.606 mHa = 1.7036 eV
full ionization: 162.010 mHa = 4.4085 eV
spin polarization: -5.396 mHa = -0.1468 eV
Errors with true 4s orbital (mHa): m=0, model core
half ionization: -0.6556, -0.0591
full ionization: -7.2616, -0.4967
spin polarization: -1.5468, -0.2650
Full-ionization error against matching radius, true 4s orbital
r0 = 3.167 bohr: -0.4967 mHa
r0 = 2.412 bohr: -0.0955 mHa
r0 = 1.614 bohr: -0.0232 mHa
Errors with pseudopotential (mHa): m=0, model core, full core
half ionization: -0.6546, -0.0756, -0.0408
full ionization: -7.1340, -0.5029, -0.2004
spin polarization: -1.3770, -0.1629, -0.0219
no test failed
```
